# Rough Pad Contact by FFT-Based Constrained Conjugate Gradients

## Scales fixed by the equations

Let a rigid flat wafer press on an elastic pad whose heights have size $\sigma$ and vary over a lateral length $\ell$. In a half-space, a pressure $p$ acting over a width $\ell$ produces a displacement of order $p\ell/E^*$, where $E^*=E/(1-\nu^2)$ is the reduced modulus for a rigid counterface. Displacements of order $\sigma$ therefore need pressures of order $E^*\sigma/\ell$. The contact equations keep their form when heights and displacements are divided by $\sigma$, lateral lengths by $\ell$ and pressures by $E^*\sigma/\ell$. Hence

$$p=\frac{E^*\sigma}{\ell}\,f\!\left(\frac{\mathbf x}{\ell};\frac{W}{E^*\sigma\ell}\right),$$

with $W$ the load. The function $f$ also depends on the surface's shape and on the patch width divided by $\ell$.

For a smooth sphere of radius $R$, the separation near the apex is $r^2/(2R)$. A contact of radius $a$ has height scale $a^2/R$, so $p\sim E^*a/R$ and $W\sim pa^2\sim E^*a^3/R$. Therefore

$$a\propto (WR/E^*)^{1/3},\qquad \delta\propto a^2/R .$$

The Hertz solution below supplies the coefficients and a test of the numerical method.

## The discrete contact problem

The pad is a linear elastic half-space with small slopes, without friction or adhesion. Pressure is allowed only inside a square patch, the footprint of the wafer. Let $h$ be the undeformed pad height, $u$ the inward displacement and $z_w$ the wafer height. The deformed pad lies at $h-u$, so the gap is

$$g=z_w-h+u=u+s-\delta,\qquad s=-h,\quad \delta=-z_w .$$

A point load $P$ on a half-space produces the surface displacement $P/(\pi E^*r)$. Superposition gives

$$u(\mathbf x)=\frac1{\pi E^*}\int\frac{p(\mathbf x')}{|\mathbf x-\mathbf x'|}\,dA'.$$

Divide the patch into $n\times n$ square cells of side $c$, with constant pressure in each, and evaluate $u$ at the centres. Then $u=Kp$, where $K$ is symmetric. The conditions are

$$p_i\ge0,\quad g_i\ge0,\quad p_ig_i=0,\quad c^2\sum_i p_i=W .$$

A cell is thus either loaded with zero gap or unloaded with a nonnegative gap.

### Cell coefficients

The integral of $1/r$ over a rectangle follows from

$$\Phi(x,y)=x\,\operatorname{asinh}\frac{y}{|x|}+y\,\operatorname{asinh}\frac{x}{|y|}.$$

For $x,y>0$, the derivative of the first term with respect to $x$ is $\operatorname{asinh}(y/x)-y/r$, and that of the second is $+y/r$. Hence $\partial_x\Phi=\operatorname{asinh}(y/x)$, and a derivative with respect to $y$ gives $\partial_y\partial_x\Phi=1/r$. Since $\Phi$ is odd in each variable, the result holds in all quadrants. It tends to zero on the axes, so a cell crossing an axis can be split there without extra terms. With $x_\pm=x\pm c/2$ and $y_\pm=y\pm c/2$,

$$K(x,y)=\frac{\Phi(x_+,y_+)-\Phi(x_+,y_-)-\Phi(x_-,y_+)+\Phi(x_-,y_-)}{\pi E^*}.$$

At the cell's own centre this is $4c\operatorname{asinh}(1)/(\pi E^*)$. Far away, expand $1/r$ about the cell centre. The linear terms vanish by symmetry, the mean squares of both coordinates are $c^2/12$, and $(\partial_x^2+\partial_y^2)r^{-1}=r^{-3}$. Thus

$$K\simeq\frac{c^2}{\pi E^*r}\left(1+\frac{c^2}{24r^2}\right).$$

### Open boundaries with an FFT

The coefficients depend only on index differences. On a doubled grid, define a periodic kernel whose one-dimensional distance index is $\min(m,2n-m)$. Place $p$ in one $n\times n$ corner and zeros elsewhere. For two indices inside that corner, the difference lies between $-(n-1)$ and $n-1$, so the periodic distance equals the true one. Cyclic convolution, restricted to the corner, is therefore the open-boundary sum. It costs order $n^2\log n$ operations instead of $n^4$.

The same construction certifies positive definiteness. Let $C$ be the doubled circulant matrix and $\tilde v$ the zero-padded form of $v$. Then

$$v^TKv=\tilde v^TC\tilde v\ge\lambda_{\min}(C)\,v^Tv .$$

The eigenvalues of $C$ are the discrete Fourier transform of its kernel. Their positivity is tested on each padded grid used here.

## Why contact is a minimization

Define

$$F(p)=\tfrac12p^TKp+s^Tp$$

on the set $p_i\ge0$, $\sum_ip_i=W/c^2$. This set is closed and bounded, so a minimum exists. Write $f=Kp+s$ for the gradient. If $p_i>0$ at the minimum, moving a small pressure from cell $i$ to cell $j$ changes $F$ at first order by $f_j-f_i$ per unit pressure. This cannot be negative. Every loaded cell therefore has the same value $f_i=\delta$, and every other cell has $f_j\ge\delta$. With $g=f-\delta$, these are the contact conditions.

Conversely, let $p^*$ satisfy the contact conditions and let $q$ be another feasible pressure. The quadratic expansion is

$$F(q)-F(p^*)=(q-p^*)^T(g^*+\delta^*\mathbf 1)+\tfrac12\|q-p^*\|_K^2,$$

where $\|v\|_K^2=v^TKv$. The $\delta^*$ term vanishes because the loads agree, and $p^{*T}g^*=0$. Hence

$$F(q)-F(p^*)=q^Tg^*+\tfrac12\|q-p^*\|_K^2\ge\tfrac12\|q-p^*\|_K^2. \tag{1}$$

For $q\ne p^*$ the right side is positive, so the solution is unique. The approach $\delta$ is the Lagrange multiplier of the load.

## The constrained iteration

Start with uniform pressure. Each iteration does the following.

1. Compute $f=Kp+s$, take $\delta$ as the mean of $f$ over cells with $p>0$, and set $g=f-\delta$.
2. On these active cells form $t=g+\beta t_{\rm old}$, with $\beta=\|g\|^2/\|g_{\rm old}\|^2$, using active cells in the norms. Set $t=0$ elsewhere and subtract its active mean. If $g^Tt\le0$, use $t=g$ on the active cells.
3. Replace active pressures by $\max(p-\alpha t,0)$.
4. Where $p=0$ but $g<0$, the surfaces overlap. Readmit the cell with $p=-\alpha g$.
5. Rescale $p$ to the prescribed load. If cells were readmitted, set $\beta=0$ in the next iteration.

The step length follows from

$$\frac{d}{d\alpha}F(p-\alpha t)=-t^T(Kp+s)+\alpha t^TKt=0 .$$

Since $\sum_i t_i=0$, the constant $\delta$ can be subtracted from $Kp+s$ without changing the product, so

$$\alpha=\frac{g^Tt}{t^TKt}.$$

The zero mean of $t$ also conserves the load before clipping. Clipping, readmission and rescaling alter the iterate, so the finite-termination theorem for ordinary conjugate gradients does not apply. Nor has a monotone decrease of $F$ been shown. Acceptance of the result needs a separate criterion.

### A computable error bound

For a feasible iterate $p$, convexity gives $F(p^*)\ge F(p)+f^T(p^*-p)$. Rearranging, and using equal loads to replace $f$ by $g$,

$$F(p)-F(p^*)\le p^Tg-p^{*T}g .$$

Each component of $g$ is at least $\min g$, and $\sum_ip_i^*=\sum_ip_i$. Combining this with (1),

$$\tfrac12\|p-p^*\|_K^2\le F(p)-F(p^*)\le D,$$

$$D=p^Tg-\Big(\sum_ip_i\Big)\min_jg_j. \tag{2}$$

Adding a constant to $g$ changes both terms of $D$ equally, so the choice of $\delta$ does not affect the bound.

The iteration stops when $D/(p^TKp)<10^{-11}$ and the largest contact residual is below $10^{-8}$ of the pressure-weighted mean displacement. The first condition bounds the error, relative to the norm of the computed pressure, by

$$\frac{\|p-p^*\|_K}{\|p\|_K}\le\sqrt{2\times10^{-11}}\approx4.5\times10^{-6}.$$

This concerns the discrete equations, apart from rounding. It says nothing about the error of replacing a continuous pressure by cells.

### An independent discrete solution

For given $\delta$, factor $K=LL^T$. Completing the square gives

$$\tfrac12\|L^Tp-L^{-1}(\delta\mathbf 1-s)\|^2=\tfrac12p^TKp-p^T(\delta\mathbf 1-s)+\text{constant}.$$

The contact problem at fixed approach is thus a nonnegative least-squares problem. On a $16\times16$ rough grid with 29 cells in contact, its pressures differ from the FFT solution by at most $2.2\times10^{-11}$ of the peak pressure.

After only three iterations on this grid, the three members of (2), divided by $p^TKp$, are $0.0170$, $0.0258$ and $0.129$. The ordering holds, and the bound is five times the actual energy excess. On the same grid, omitting the padding changes the displacement by up to $0.268$ of its maximum, because false periodic neighbours enter the sum.

## The smooth sphere

Try the pressure $p=p_0\sqrt{1-r^2/a^2}$ for $r<a$. Use polar coordinates centred on the field point. The area element contains the distance to that point, which cancels the $1/|\mathbf x-\mathbf x'|$ of the kernel. What remains is an integral of $p$ along each line through the point, followed by an integral over line angle.

Let $\varphi$ be the angle between the line and the radial direction, and $\zeta$ the position along the line measured from its closest approach to the centre. The squared distance from the centre is $\zeta^2+r^2\sin^2\varphi$. With $A^2=a^2-r^2\sin^2\varphi$, the chord integral is

$$\frac{p_0}{a}\int_{-A}^{A}\sqrt{A^2-\zeta^2}\,d\zeta=\frac{\pi p_0}{2a}(a^2-r^2\sin^2\varphi).$$

For a point inside the contact, lines at all angles from $0$ to $\pi$ cross the disc:

$$u=\frac{p_0}{2aE^*}\int_0^\pi(a^2-r^2\sin^2\varphi)\,d\varphi
=\frac{\pi p_0(2a^2-r^2)}{4aE^*}.$$

Zero gap requires $u+r^2/(2R)-\delta=0$ at every $r<a$. The $r^2$ terms give $p_0=2E^*a/(\pi R)$, and the constants give $\delta=\pi p_0a/(2E^*)=a^2/R$. The load is

$$W=2\pi p_0\int_0^a\sqrt{1-r^2/a^2}\,r\,dr=\frac{2\pi p_0a^2}{3}=\frac{4E^*a^3}{3R}.$$

Consequently

$$a=\left(\frac{3WR}{4E^*}\right)^{1/3},\qquad p_0=\frac{3W}{2\pi a^2},\qquad \delta=\frac{a^2}{R}.$$

The gap outside must also be checked. There, only lines with $|\varphi|<\theta=\arcsin(a/r)$ cross the disc, so

$$u=\frac{p_0}{2aE^*}\int_{-\theta}^{\theta}(a^2-r^2\sin^2\varphi)\,d\varphi.$$

Using $\int_{-\theta}^{\theta}\sin^2\varphi\,d\varphi=\theta-\sin\theta\cos\theta$ and $r^2\sin\theta\cos\theta=a\sqrt{r^2-a^2}$,

$$u=\frac{p_0}{2aE^*}\left[(2a^2-r^2)\theta+a\sqrt{r^2-a^2}\right].$$

Insert $p_0=2E^*a/(\pi R)$ and collect terms in $g=u+r^2/(2R)-a^2/R$:

$$g=\frac1{\pi R}\left[(r^2-2a^2)\left(\frac\pi2-\theta\right)+a\sqrt{r^2-a^2}\right].$$

At $r=a$ this vanishes. Since $d\theta/dr=-a/(r\sqrt{r^2-a^2})$, the terms of $dg/dr$ containing the square root in a denominator combine to

$$\frac{a(r^2-2a^2)+ar^2}{r\sqrt{r^2-a^2}}=\frac{2a\sqrt{r^2-a^2}}{r}.$$

Thus

$$\frac{dg}{dr}=\frac2{\pi R}\left[r\left(\frac\pi2-\theta\right)+\frac{a\sqrt{r^2-a^2}}r\right]>0\quad(r>a).$$

The outer gap is positive, and all contact conditions hold.

### Discretization error

Take $E=100$ MPa and $\nu=0.3$, giving $E^*=109.89$ MPa. For $R=100\ \mu$m and $W=1000\ \mu$N, using $1\ \text{MPa}\,\mu\text{m}^2=1\ \mu\text{N}$,

$$a=\left(\frac{3\cdot1000\cdot100}{4\cdot109.89}\right)^{1/3}=8.804\ \mu\text{m}.$$

Then $p_0=6.159$ MPa and $\delta=0.7752\ \mu$m.

For cells of $1$, $0.5$ and $0.25\ \mu$m, the root-mean-square pressure errors, relative to the root-mean-square Hertz pressure, are $1.95\%$, $0.69\%$ and $0.33\%$. An estimate explains the slow final decrease. Within one cell of the edge, $p$ is of order $p_0\sqrt{2c/a}$, and such cells occupy a fraction of about $2c/a$ of the contact. If their errors are a fixed fraction of their pressures, the mean squared error is of order $p_0^2(2c/a)^2$, and its root is first order in $c$. How the circle cuts the cells changes the coefficient from grid to grid. On the finest grid, the largest error for $r<0.8a$ is only $1.2\times10^{-4}p_0$, consistent with an error concentrated near the edge.

The approach is less sensitive. On the finest grid it is $0.77515\ \mu$m, about $0.004\%$ below Hertz. The contact radius inferred from the number of loaded cells falls from $9.03$ to $8.82\ \mu$m under refinement. The largest outer-gap error is $2.7\times10^{-4}$ of the approach.

For a true sphere, a modelling error is larger than this error in approach. Its separation is $R-\sqrt{R^2-r^2}=(r^2/2R)(1+r^2/4R^2+\cdots)$, so at $r=a$ the paraboloid is wrong by about $a^2/(4R^2)=0.19\%$ of the separation. At fixed load, and still within the linear half-space model, this raises the approach by about $0.05\%$, more than the $0.004\%$ found above. With $a/R\approx0.09$, effects of finite strain and of the body's finite curvature, which that model omits, are not bounded by this figure. Further refinement cannot remove that difference.

The iteration counts are 30, 40 and 53. The half-space response scales as the inverse wavenumber, so the ratio of extreme eigenvalues over a fixed contact grows as $1/c$. The usual square-root estimate for conjugate gradients then predicts a factor $\sqrt2$ per halving of $c$. The observed factor is about $1.33$; the estimate ignores changes of the active set.

## A rough patch

The patch is $256\ \mu$m wide. Its height is a fixed sum of cosine waves with random wavevectors and phases, nominal $\sigma=1\ \mu$m and $\ell=20\ \mu$m. This realization has root-mean-square height $1.02\ \mu$m and slope $0.097$. Cells are $2\ \mu$m wide.

| Mean pressure (kPa) | Contact (%) | Spots | Wafer height (µm) | Geometric cut (%) |
|---:|---:|---:|---:|---:|
| 25 | 0.53 | 5 | 2.37 | 1.10 |
| 50 | 1.04 | 7 | 2.05 | 2.27 |
| 100 | 2.12 | 8 | 1.66 | 6.19 |

At 50 kPa the load is $0.05\times256^2=3277\ \mu$N. Dividing the mean pressure by the contact fraction gives $0.05/0.01038=4.8$ MPa in the contacts on this grid; with $1\ \mu$m cells it is $0.05/0.00943=5.3$ MPa. The opening scale is $E^*\sigma/\ell=109.89/20=5.5$ MPa, of the same size.

Doubling the load approximately doubles the contact area in both intervals; with $1\ \mu$m cells the factors are $1.87$ and $2.15$. A fixed set of independent paraboloids with summits of equal height would instead have $A\propto a^2\propto W^{2/3}$, a factor of $1.59$. One surface and three loads do not establish a general law.

The last column is the area of undeformed pad above the wafer plane. For an isolated paraboloid that cut has area $2\pi R\delta=2\pi a^2$, twice the contact area. Suppose distant contacts lower the summit by a nearly uniform $u_b$. The local approach is then $\delta-u_b$, while the cut still uses $\delta$, so the area ratio becomes $\tfrac12(1-u_b/\delta)$. If a fixed set of contacts shares the load in fixed proportions, $u_b\propto W$ while $\delta-u_b\propto W^{2/3}$, so $u_b/\delta$ rises with load and the ratio falls. The computed ratios are $0.48$, $0.46$ and $0.34$. With $1\ \mu$m cells they are $0.47$, $0.42$ and $0.33$. If the elastic coupling between separate islands of the cut is removed at the same wafer heights, the ratios on this finer grid become $0.50$, $0.49$ and $0.46$. Most of the fall therefore comes from interaction between islands. The rest arises within single islands, from their shape, their internal coupling and, for some, the cut made by the patch boundary.

### Which numbers can be trusted

At 50 kPa, displacements were recomputed by direct summation over loaded cells, without an FFT. The largest absolute gap in contact is $8.8\times10^{-12}\ \mu$m, and the smallest gap elsewhere is $4.4\times10^{-4}\ \mu$m. The discrete contact conditions are therefore satisfied far more closely than the physical model warrants.

Refinement gives a different measure. With $1\ \mu$m cells, the wafer height changes from $2.049$ to $2.052\ \mu$m, but the contact fraction falls from $1.04\%$ to $0.94\%$. At 25 and 100 kPa it falls from $0.53\%$ to $0.51\%$ and from $2.12\%$ to $2.03\%$, so the tabulated fractions are high by about 4 to 10%. The peak pressure rises from $11.05$ to $15.81$ MPa, so it is not converged. A small algebraic residual does not reveal this.

The two maxima belong to different contacts. With $2\ \mu$m cells the maximum lies well inside the patch; with $1\ \mu$m cells it lies in a cell on the patch boundary. In spots that do not touch the boundary, the peak is $11.05$ MPa on the coarser grid and $11.03$ MPa on the finer one, almost unchanged.

A contact cut by the patch boundary behaves differently, because the wafer's edge presses into a pad that continues beyond it. To see the effect of such an edge, consider a flat circular punch with $p=B/\sqrt{a^2-r^2}$. The chord integral is

$$B\int_{-A}^{A}\frac{d\zeta}{\sqrt{A^2-\zeta^2}}=\pi B,$$

independent of $r$. The displacement is therefore uniform, as a flat punch requires, and the pressure diverges as the inverse square root of distance from the edge. The average over a first cell of width $c$ varies as

$$\frac1c\int_0^c x^{-1/2}\,dx=2c^{-1/2}.$$

Halving $c$ would raise it by $\sqrt2=1.41$, so a peak at a sharp edge keeps growing under refinement. The ratio $15.81/11.05=1.43$ is not a test of this law, since it compares two different contacts. Peaks at the patch boundary should not be used to predict yielding or local removal.

If the local removal rate is proportional to pressure at constant sliding speed, its patch average depends only on $W$ and is unaffected by these errors in distribution. A nonlinear rate law lacks that protection.

The modulus and the surface used here are illustrative and do not describe a measured pad. Interior peak pressures reach about $0.1E^*$, so local strains are near the limit of small-strain elasticity. The half-space model requires a pad much thicker than the loaded region. The patch is also treated as the whole wafer. On a larger wafer, pressure outside the patch would displace the pad inside it as well, and this is left out. Plastic flow, viscoelastic relaxation, adhesion, fluid pressure and abrasive particles are absent. Each can change the contact conditions or the response $K$, and a smaller value of $D$ cannot correct such an omission. The numerical output follows.

## Values computed for the example and the checks

```
reduced modulus E*: 109.890 MPa
own-cell coefficient, 1 um cell: 1.021202e-02 um/MPa
next-cell coefficient, 1 um cell: 3.006836e-03 um/MPa
small grid: 16 x 16 cells, cell 4.0 um
small grid cells in contact: 29
small grid iterations: 23
max pressure difference from NNLS / peak: 2.2e-11
displacement error without padding / max: 0.268
after 3 steps, half squared error / p.Kp: 1.701e-02
after 3 steps, energy excess / p.Kp: 2.581e-02
after 3 steps, computed bound / p.Kp: 1.293e-01
sphere: radius 100 um, load 1000 uN
Hertz contact radius: 8.8044 um
Hertz peak pressure: 6.1594 MPa
Hertz approach: 0.77518 um
cell 1.00 um: steps 30, rms p error 1.946 %
  radius 9.0270 um, peak 6.1420 MPa, approach 0.77461 um
cell 0.50 um: steps 40, rms p error 0.691 %
  radius 8.8669 um, peak 6.1558 MPa, approach 0.77513 um
cell 0.25 um: steps 53, rms p error 0.328 %
  radius 8.8174 um, peak 6.1584 MPa, approach 0.77515 um
finest grid, max p error for r<0.8a / p0: 1.22e-04
finest grid, max outer gap error / approach: 2.69e-04
rough patch width: 256 um, cell 2.0 um
patch rms height: 1.0242 um
patch rms slope: 0.0966
highest cell: 3.4836 um
mean pressure 25 kPa: load 1638.4 uN, steps 36
  contact 0.531 %, cells 87, spots 5
  geometric cut area: 1.105 %
  contact pressure: mean 4.708, peak 9.822 MPa
  wafer height z_w: 2.3720 um
mean pressure 50 kPa: load 3276.8 uN, steps 42
  contact 1.038 %, cells 170, spots 7
  geometric cut area: 2.271 %
  contact pressure: mean 4.819, peak 11.050 MPa
  wafer height z_w: 2.0486 um
  direct sum: max |gap| in contact 8.8e-12 um
  direct sum: least gap elsewhere 4.38e-04 um
  error bound / p.Kp: 9.5e-12
mean pressure 100 kPa: load 6553.6 uN, steps 45
  contact 2.118 %, cells 347, spots 8
  geometric cut area: 6.189 %
  contact pressure: mean 4.722, peak 15.609 MPa
  wafer height z_w: 1.6644 um
50 kPa, cell 1.0 um: steps 55, contact 0.943 %
  peak 15.810 MPa, wafer height 2.0522 um
```
